# Equivalent Isothermal Annealing Time for a Linear Temperature Ramp: a numerical check

```python
# Result under test: a linear ramp T = T_start + ramp*t with Arrhenius rate
# k(T) = k0 exp(-theta/T), theta = E/kB, does the same work as a hold at T_ref
# lasting t_eq = exp(theta/T_ref)/ramp * [T E2(theta/T)] from T_start to T_peak.
# For u = theta/T_peak >> 1 and T_ref = T_peak: t_eq ~ T_peak^2/(ramp*theta).
# E2 is the exponential integral of order 2. Units: K, s, eV, nm.
# Example parameters are rough typical values for Ni2Si growth on silicon.
import numpy as np
from scipy.constants import k as boltzmann, e as charge, zero_Celsius
from scipy.integrate import quad, solve_ivp
from scipy.special import expn

kB = boltzmann / charge


def time_by_quadrature(T_start, T_peak, T_ref, ramp, theta):
    # Parts of the ramp with rate below exp(-40) of the peak rate are dropped.
    low = max(T_start, T_peak * (1 - 40 * T_peak / theta), 0.0)
    value = quad(lambda T: np.exp(-theta * (1 / T - 1 / T_ref)),
                 low, T_peak, epsabs=0, epsrel=1e-11, limit=200)[0]
    return value / ramp


def time_exact(T_start, T_peak, T_ref, ramp, theta):
    def primitive(T):
        return T * expn(2, theta / T) if T > 0 else 0.0
    return np.exp(theta / T_ref) * (primitive(T_peak) - primitive(T_start)) / ramp


def time_leading(T_peak, ramp, theta):
    return T_peak**2 / (ramp * theta)


def time_corrected(T_peak, ramp, theta):
    return T_peak**2 / (ramp * (theta + 2 * T_peak))


def evolve(speed, start, duration, temperature):
    solution = solve_ivp(lambda t, y: [speed(temperature(t), y[0])],
                         (0, duration), [start], method="DOP853",
                         rtol=1e-10, atol=1e-12, max_step=2.0)
    assert solution.success
    return solution.y[0, -1]


# Example inputs
E = 1.5
T_start, T_peak, T_other = 300.0, 600.0, 550.0
ramp = 1.0
K_peak = 40.0
nickel_film = 30.0
silicide_per_nickel = 1.5
theta = E / kB
u = theta / T_peak
duration = (T_peak - T_start) / ramp


def ramp_temperature(t):
    return T_start + ramp * t


def arrhenius(T, value_at_peak, energy):
    return value_at_peak * np.exp(-energy / kB * (1 / T - 1 / T_peak))


# Exact formula against quadrature, including starts close to the peak
for first in (0.0, 300.0, 550.0, 590.0):
    for reference in (T_peak, T_other):
        direct = time_by_quadrature(first, T_peak, reference, ramp, theta)
        formula = time_exact(first, T_peak, reference, ramp, theta)
        assert abs(formula / direct - 1) < 1e-9

# Orders of the errors of the two approximations at large u
for big_u in (100.0, 400.0):
    direct = time_by_quadrature(0.0, 1.0, 1.0, 1.0, big_u)
    leading_error = time_leading(1.0, 1.0, big_u) / direct - 1
    corrected_error = 1 - time_corrected(1.0, 1.0, big_u) / direct
    assert abs(big_u * leading_error - 2) < 3 / big_u
    assert abs(big_u**2 * corrected_error - 2) < 15 / big_u

# Two-sided bounds for any start temperature, also at moderate u
for some_u in (3.0, 10.0, 30.0):
    for first in (0.0, 0.5, 0.9):
        direct = time_by_quadrature(first, 1.0, 1.0, 1.0, some_u)
        start_weight = np.exp(-some_u * (1 / first - 1)) if first > 0 else 0.0
        simple = (time_leading(1.0, 1.0, some_u)
                  - start_weight * time_leading(first, 1.0, some_u))
        better = (time_corrected(1.0, 1.0, some_u)
                  - start_weight * time_corrected(first, 1.0, some_u))
        assert direct < simple < (1 + 2 / some_u) * direct
        assert (1 - 2 / (some_u + 2)**2) * direct < better < direct

t_exact = time_exact(T_start, T_peak, T_peak, ramp, theta)
t_lead = time_leading(T_peak, ramp, theta)
t_corr = time_corrected(T_peak, ramp, theta)
t_other = time_exact(T_start, T_peak, T_other, ramp, theta)
shift_factor = np.exp(theta * (1 / T_other - 1 / T_peak))
direct_other = time_by_quadrature(T_start, T_peak, T_other, ramp, theta)
assert abs(t_exact * shift_factor / direct_other - 1) < 1e-9
start_share = (T_start * expn(2, theta / T_start)
               / (T_peak * expn(2, u)))

# Parabolic growth: the ramp and both equivalent holds give one thickness


def parabolic(T, x):
    return arrhenius(T, K_peak, E) / (2 * x)


seed = 2.0
x_ramp_seed = evolve(parabolic, seed, duration, ramp_temperature)
x_law_seed = np.sqrt(seed**2 + K_peak * t_exact)
x_other_seed = evolve(parabolic, seed, t_other, lambda t: T_other)
assert abs(x_ramp_seed / x_law_seed - 1) < 1e-7
assert abs(x_ramp_seed / x_other_seed - 1) < 1e-7

# A sigmoidal separable law has the same equivalent time


def sigmoidal(T, fraction):
    rate = arrhenius(T, 0.03, E)
    return 2 * rate * (1 - fraction) * np.sqrt(-np.log(1 - fraction))


fraction_ramp = evolve(sigmoidal, 0.01, duration, ramp_temperature)
fraction_hold = evolve(sigmoidal, 0.01, t_exact, lambda t: T_peak)
assert abs(fraction_ramp / fraction_hold - 1) < 1e-7

# Share of the work done in the last width w = T_peak^2/theta
width = T_peak**2 / theta
last_share = time_by_quadrature(T_peak - width, T_peak, T_peak, ramp, theta) / t_exact
assert abs(last_share - (1 - np.exp(-1))) < 2 / u

x_final = np.sqrt(K_peak * t_exact)
x_leading = np.sqrt(K_peak * t_lead)
x_limit = nickel_film * silicide_per_nickel
nickel_used = x_final / silicide_per_nickel

# Neglected effect: growth during exponential cooling to the start temperature
cooling_time = 60.0
cooling_slope = (T_peak - T_start) / cooling_time


def cooling_weight(t):
    T = T_start + (T_peak - T_start) * np.exp(-t / cooling_time)
    return np.exp(-theta * (1 / T - 1 / T_peak))


t_cool = quad(cooling_weight, 0, 2 * cooling_time, epsabs=0, epsrel=1e-10, limit=200)[0]
t_cool_lead = time_leading(T_peak, cooling_slope, theta)
assert abs(t_cool_lead / t_cool - 1) < 2 / u
x_cool = np.sqrt(K_peak * (t_exact + t_cool))
assert x_final < x_cool < x_limit

# Neglected effect: wafer hotter than the reading by a constant offset
offset = 5.0
t_hot = time_by_quadrature(T_start + offset, T_peak + offset, T_peak, ramp, theta)
assert abs(np.log(t_hot / t_exact) - (u + 2) * offset / T_peak) < 0.01
x_hot = np.sqrt(K_peak * t_hot)
assert x_hot < x_limit

# Neglected effect: error of the activation energy at fixed K(T_peak)
E_low = E - 0.1
t_E_low = time_by_quadrature(T_start, T_peak, T_peak, ramp, E_low / kB)

# Neglected effect: interface reaction in series with diffusion
crossover = 5.0
v_peak = K_peak / crossover
E_interface = 2.0


def series_law(interface_energy):
    def speed(T, x):
        return 1 / (2 * x / arrhenius(T, K_peak, E)
                    + 1 / arrhenius(T, v_peak, interface_energy))
    return speed


x_same_ramp = evolve(series_law(E), 0.0, duration, ramp_temperature)
x_same_hold = evolve(series_law(E), 0.0, t_exact, lambda t: T_peak)
x_diff_ramp = evolve(series_law(E_interface), 0.0, duration, ramp_temperature)
x_diff_hold = evolve(series_law(E_interface), 0.0, t_exact, lambda t: T_peak)
assert abs(x_same_ramp / x_same_hold - 1) < 1e-7
assert abs(x_diff_ramp / x_diff_hold - 1) > 1e-3

print(f"Boltzmann constant: {kB:.6e} eV/K")
print(f"Activation energy E: {E:.2f} eV")
print(f"Start temperature: {T_start:.0f} K")
print(f"Peak temperature: {T_peak:.0f} K = {T_peak - zero_Celsius:.0f} deg C")
print(f"Ramp rate: {ramp:.1f} K/s; ramp duration: {duration:.0f} s")
print(f"K at peak: {K_peak:.0f} nm^2/s")
print(f"theta = E/kB: {theta:.1f} K")
print(f"u = E/(kB T_peak): {u:.3f}")
print(f"exp(u) E2(u): {np.exp(u) * expn(2, u):.6f}")
print(f"Equivalent time at peak, exact: {t_exact:.3f} s")
print(f"Equivalent time at peak, leading: {t_lead:.3f} s")
print(f"Equivalent time at peak, corrected: {t_corr:.3f} s")
print(f"Error of leading form: {100 * (t_lead / t_exact - 1):+.2f} %")
print(f"First-order estimate 2/u: {200 / u:.2f} %")
print(f"Error of corrected form: {100 * (t_corr / t_exact - 1):+.3f} %")
print(f"Bound 2/(u+2)^2 on that error: {200 / (u + 2)**2:.3f} %")
print(f"Start term relative to peak term: {start_share:.1e}")
print(f"Width w = kB T_peak^2/E: {width:.2f} K")
print(f"Share of work in last w: {last_share:.3f}")
print(f"Its leading estimate 1 - 1/e: {1 - np.exp(-1):.3f}")
print(f"Other reference temperature: {T_other:.0f} K")
print(f"Reference factor: {shift_factor:.3f}")
print(f"Equivalent time at other reference: {t_other:.1f} s = {t_other / 60:.2f} min")
print(f"Ni2Si thickness, exact time: {x_final:.2f} nm")
print(f"Ni2Si thickness, leading time: {x_leading:.2f} nm")
print(f"Nickel film: {nickel_film:.0f} nm; Ni2Si per Ni: {silicide_per_nickel:.1f}")
print(f"Nickel consumed: {nickel_used:.2f} nm; Ni2Si limit: {x_limit:.0f} nm")
print(f"Test seed thickness: {seed:.1f} nm")
print(f"Seeded film, ramp integration: {x_ramp_seed:.4f} nm")
print(f"Seeded film, equivalent-time law: {x_law_seed:.4f} nm")
print(f"Sigmoidal law, fraction after ramp: {fraction_ramp:.6f}")
print(f"Sigmoidal law, fraction after hold: {fraction_hold:.6f}")
print(f"Cooling time constant: {cooling_time:.0f} s; initial slope: {cooling_slope:.1f} K/s")
print(f"Cooling equivalent time, quadrature: {t_cool:.3f} s")
print(f"Cooling equivalent time, leading: {t_cool_lead:.3f} s")
print(f"Thickness including cooling: {x_cool:.2f} nm")
print(f"Wafer hotter by: {offset:.0f} K; equivalent time: {t_hot:.2f} s")
print(f"Change of time by this offset: {100 * (t_hot / t_exact - 1):+.1f} %")
print(f"Thickness with this offset: {x_hot:.2f} nm")
print(f"Time if E is {E_low:.1f} eV, same K at peak: {t_E_low:.2f} s")
print(f"Change of time by this E: {100 * (t_E_low / t_exact - 1):+.1f} %")
print(f"Interface crossover length: {crossover:.0f} nm; speed at peak: {v_peak:.0f} nm/s")
print(f"Series law, equal energies, ramp: {x_same_ramp:.3f} nm")
print(f"Series law, equal energies, hold: {x_same_hold:.3f} nm")
print(f"Series law, interface {E_interface:.1f} eV, ramp: {x_diff_ramp:.3f} nm")
print(f"Series law, interface {E_interface:.1f} eV, hold: {x_diff_hold:.3f} nm")
print("verified")
```

It prints:

```
Boltzmann constant: 8.617333e-05 eV/K
Activation energy E: 1.50 eV
Start temperature: 300 K
Peak temperature: 600 K = 327 deg C
Ramp rate: 1.0 K/s; ramp duration: 300 s
K at peak: 40 nm^2/s
theta = E/kB: 17406.8 K
u = E/(kB T_peak): 29.011
exp(u) E2(u): 0.032310
Equivalent time at peak, exact: 19.386 s
Equivalent time at peak, leading: 20.682 s
Equivalent time at peak, corrected: 19.348 s
Error of leading form: +6.68 %
First-order estimate 2/u: 6.89 %
Error of corrected form: -0.196 %
Bound 2/(u+2)^2 on that error: 0.208 %
Start term relative to peak term: 6.5e-14
Width w = kB T_peak^2/E: 20.68 K
Share of work in last w: 0.668
Its leading estimate 1 - 1/e: 0.632
Other reference temperature: 550 K
Reference factor: 13.977
Equivalent time at other reference: 271.0 s = 4.52 min
Ni2Si thickness, exact time: 27.85 nm
Ni2Si thickness, leading time: 28.76 nm
Nickel film: 30 nm; Ni2Si per Ni: 1.5
Nickel consumed: 18.56 nm; Ni2Si limit: 45 nm
Test seed thickness: 2.0 nm
Seeded film, ramp integration: 27.9184 nm
Seeded film, equivalent-time law: 27.9184 nm
Sigmoidal law, fraction after ramp: 0.371795
Sigmoidal law, fraction after hold: 0.371795
Cooling time constant: 60 s; initial slope: 5.0 K/s
Cooling equivalent time, quadrature: 4.146 s
Cooling equivalent time, leading: 4.136 s
Thickness including cooling: 30.68 nm
Wafer hotter by: 5 K; equivalent time: 25.04 s
Change of time by this offset: +29.2 %
Thickness with this offset: 31.65 nm
Time if E is 1.4 eV, same K at peak: 20.68 s
Change of time by this E: +6.7 %
Interface crossover length: 5 nm; speed at peak: 8 nm/s
Series law, equal energies, ramp: 25.459 nm
Series law, equal energies, hold: 25.459 nm
Series law, interface 2.0 eV, ramp: 24.091 nm
Series law, interface 2.0 eV, hold: 25.459 nm
verified
```
